\section*{Thermoreflectance Phase Can Lose Interface Sensitivity as Modulation Frequency Rises}

\section{A choice of modulation frequency}

An aluminium film on sapphire is heated by a modulated laser, and the phase of its surface temperature is to give the interface conductance $G$. The phase is being read near $6\,\mathrm{MHz}$. Should the modulation be moved to $36\,\mathrm{MHz}$? A shorter thermal penetration depth seems to favour the move, since less of the substrate then takes part. For the sample below, the move removes most of the first-order response of the phase to $G$, and in the simplest model practically all of it.

The film has thickness $h=80\,\mathrm{nm}$ and volumetric heat capacity $2.4\,\mathrm{MJ/(m^3\,K)}$, so its heat capacity per area is
\[
C=(2.4\times10^6)(80\times10^{-9})=0.192\,\mathrm{J/(m^2\,K)} .
\]
The substrate has conductivity $k=35\,\mathrm{W/(m\,K)}$ and volumetric heat capacity $c=3.1\,\mathrm{MJ/(m^3\,K)}$. Its effusivity is $e=\sqrt{kc}=10416\,\mathrm{W\,s^{1/2}/(m^2\,K)}$. The interface has $G=150\,\mathrm{MW/(m^2\,K)}$. These are rough typical values.

\section{The counter-example}

Assume linear, one-dimensional Fourier conduction, a film of uniform temperature, and uniform absorbed flux $q\,e^{i\omega t}$ with $\omega=2\pi f$. In the substrate the oscillating temperature obeys $i\omega c\,\theta=k\theta''$. The solution that decays with depth is $\theta=\theta_0e^{-\kappa z}$, with $\kappa=\sqrt{i\omega c/k}$. The flux entering the substrate is $k\kappa\theta_0=e\sqrt{i\omega}\,\theta_0$, so its admittance, flux per temperature, is $e\sqrt{i\omega}$.

The interface and the substrate carry the same flux, so their resistances add. The film stores heat in parallel with them. For film temperature $T$,
\begin{equation}
Y=\frac qT=i\omega C+\frac{G\,e\sqrt{i\omega}}{G+e\sqrt{i\omega}},
\qquad \phi=\arg\frac Tq=-\arg Y .
\label{eq:Y}
\end{equation}
A negative $\phi$ is a lag. The sensitivity is $S=\partial\phi/\partial\ln G$ at fixed $\omega$, $C$ and $e$. Since $\phi=-\operatorname{Im}\ln Y$,
\begin{equation}
S=-\operatorname{Im}\left(\frac1Y\frac{\partial Y}{\partial\ln G}\right).
\label{eq:Sdef}
\end{equation}

Define
\[
u=\frac{e\sqrt{\omega/2}}{G},\qquad \beta=\frac{CG}{e^2},\qquad
y=\frac{e\sqrt{i\omega}}{G}=u(1+i).
\]
The last equality uses $\sqrt i=(1+i)/\sqrt2$. At $f=35.80\,\mathrm{MHz}$, $u=0.7365$, and therefore
\[
\frac{y}{1+y}=\frac{0.7365+0.7365i}{1.7365+0.7365i}=0.512+0.207i .
\]
The storage term is $\omega C/G=0.288$, which gives
\[
\frac YG=0.512+0.495i .
\]
For the derivative, the quotient rule gives
\begin{equation}
\frac{\partial Y}{\partial\ln G}
=G\,\frac{(e\sqrt{i\omega})^2}{(G+e\sqrt{i\omega})^2}
=G\left(\frac{y}{1+y}\right)^2 ,
\label{eq:dY}
\end{equation}
and numerically
\[
\frac1G\frac{\partial Y}{\partial\ln G}=(0.512+0.207i)^2=0.219+0.212i .
\]
The ratios of imaginary to real part are $0.495/0.512=0.97$ and $0.212/0.219=0.97$. The two complex numbers are parallel. A small change in $G$ changes the length of $Y$ but not its direction, so the amplitude responds while the phase does not. The interface is still thermally active: the flux entering the substrate has $0.78$ of the magnitude of the absorbed flux.

A finite change confirms this. Raising $G$ by 10\% shifts the phase by $-0.67^\circ$ at $5.63\,\mathrm{MHz}$, by $-0.04^\circ$ at $35.80\,\mathrm{MHz}$ and by $+1.08^\circ$ at $190\,\mathrm{MHz}$. The small middle value is the second-order remainder.

\section{The general statement}

For the model of Eq.~\eqref{eq:Y}, with positive finite $C$, $G$ and $e$:
\begin{enumerate}
\item $S$ tends to zero from below as $\omega\to0$ and from above as $\omega\to\infty$.
\item $S$ has one zero at finite frequency, fixed by $4\beta u^2(1+u)=1$.
\end{enumerate}

\subsection*{Proof}

First express the storage term through $y$. Since $y^2=2iu^2$,
\[
\beta y^2=\frac{CG}{e^2}\,\frac{i\omega e^2}{G^2}=\frac{i\omega C}{G},
\qquad\text{so}\qquad
Y=G\left(\beta y^2+\frac{y}{1+y}\right).
\]
Divide Eq.~\eqref{eq:dY} by this, then multiply numerator and denominator by $(1+y)^2/y$:
\[
\frac1Y\frac{\partial Y}{\partial\ln G}
=\frac{y}{(1+y)\left[1+\beta y(1+y)\right]}=\frac1D ,
\]
where
\begin{align}
D&=\frac{(1+y)(1+\beta y+\beta y^2)}{y}
=\frac{1+(1+\beta)y+2\beta y^2+\beta y^3}{y}\nonumber\\
&=\frac1y+(1+\beta)+2\beta y+\beta y^2 .
\end{align}
Insert $1/y=(1-i)/(2u)$ and $y^2=2iu^2$, and separate the parts:
\begin{align}
\operatorname{Re}D&=\frac1{2u}+1+\beta+2\beta u=\frac{Q}{2u},
&Q&=1+2(1+\beta)u+4\beta u^2,\\
\operatorname{Im}D&=-\frac1{2u}+2\beta u+2\beta u^2=\frac{P}{2u},
&P&=4\beta u^2(1+u)-1 .
\end{align}
Because $-\operatorname{Im}(1/D)=\operatorname{Im}D/|D|^2$,
\begin{equation}
S=\frac{2uP}{P^2+Q^2}.
\label{eq:S}
\end{equation}

The denominator is positive, so $S$ has the sign of $P$. The function $4\beta u^2(1+u)$ rises monotonically from zero to infinity and passes through one once. This proves the second statement.

At low frequency $P\to-1$ and $Q\to1$. At high frequency $P\simeq4\beta u^3$ outgrows $Q\simeq4\beta u^2$, so $S\simeq2u/P$. Hence
\begin{equation}
S\simeq-u=-\frac{e\sqrt{\omega/2}}{G}\quad(\omega\to0),
\qquad
S\simeq\frac1{2\beta u^2}=\frac{G}{\omega C}\quad(\omega\to\infty),
\end{equation}
which proves the first. $\square$

Equation~\eqref{eq:S} was tested against a finite-volume solution of the substrate heat equation, differentiated numerically with respect to $\ln G$, at five frequencies from $100\,\mathrm{kHz}$ to $1\,\mathrm{GHz}$. The largest difference in $S$ was $4.3\times10^{-7}\,\mathrm{rad}$.

\section{Why the signs differ}

At low frequency the substrate impedance is large and the interface is a small resistance in series with it. At $10\,\mathrm{kHz}$ the interface impedance has $0.017$ of the substrate's magnitude. At high frequency the film stores the heat before it can leave: at $10\,\mathrm{GHz}$ the lumped model sends a flux share of $0.012$ into the substrate.

Two limiting systems isolate the signs. Without film capacity, $\beta=0$ and Eq.~\eqref{eq:S} becomes
\[
S=-\frac{2u}{1+(1+2u)^2}<0 .
\]
A larger $G$ removes resistance in phase with the flux and leaves the lagging substrate more prominent. If the substrate is instead a perfect heat sink, $Y=G+i\omega C$ and $\phi=-\arctan(\omega C/G)$, so
\[
S=\frac{\omega C/G}{1+(\omega C/G)^2}>0 .
\]
A larger $G$ now drains the film faster and reduces its lag. The actual sample approaches the first law at low frequency and the second at high frequency, so $S$ changes sign in between. The two limiting values do not simply add: at the blind frequency they are $-0.21$ and $+0.27\,\mathrm{rad}$.

\section{Size of the sensitivity}

Since $P^2+Q^2\ge2|P|Q$, Eq.~\eqref{eq:S} gives $|S|\le u/Q$. Also $1/u+4\beta u\ge4\sqrt\beta$, so
\[
\frac Qu=\frac1u+2(1+\beta)+4\beta u\ge2(1+\sqrt\beta)^2,
\qquad |S|\le\frac1{2(1+\sqrt\beta)^2}.
\]
Here $\beta=0.265$ and the bound is $0.218\,\mathrm{rad}$. The sensitivity itself reaches $-0.125\,\mathrm{rad}$ at $5.63\,\mathrm{MHz}$ and $+0.201\,\mathrm{rad}$ at $190\,\mathrm{MHz}$.

For a fixed phase error of $0.1^\circ=0.00175\,\mathrm{rad}$, the relative error in $G$ is $0.00175/|S|$ to first order. This is 1.4\% at $5.63\,\mathrm{MHz}$, 0.9\% at $190\,\mathrm{MHz}$ and 2.0\% at $1\,\mathrm{GHz}$. At the blind frequency the linear estimate diverges and cannot be used. A higher frequency can therefore help, provided that it lies well beyond the blind point and not far beyond the second maximum.

Fixed additive temperature noise leads to a different choice. Its phase error is proportional to $1/|T|$, so at fixed flux the figure of merit is $G|S||T/q|$. At low frequency
\[
G|S|\left|\frac Tq\right|\to
G\,\frac{e\sqrt{\omega/2}}{G}\,\frac1{e\sqrt\omega}=\frac1{\sqrt2}.
\]
The growing signal compensates the falling phase sensitivity. The figure is $0.69$ at $10\,\mathrm{kHz}$, $0.37$ at $5.63\,\mathrm{MHz}$ and $0.11$ at $190\,\mathrm{MHz}$. This plateau belongs to one-dimensional heating. With the finite spots considered below, and flux defined as power divided by $\pi r^2$, the figure is $0.35$ at $5.63\,\mathrm{MHz}$ and about $0.52$ at $1$ and $0.3\,\mathrm{MHz}$, and falls to $0.22$ at $10\,\mathrm{kHz}$ and $0.08$ at $1\,\mathrm{kHz}$.

\section{One phase, two conductances}

The sign change can also make a single phase reading ambiguous. From the definitions, $\beta u^2=\omega C/(2G)$. At fixed frequency the condition $P=0$ becomes
\[
\frac{2\omega C}{G}\left(1+\frac{e\sqrt{\omega/2}}{G}\right)=1
\quad\Longrightarrow\quad
G^2-2\omega C\,G-2\omega C\,e\sqrt{\omega/2}=0 ,
\]
with positive root
\begin{equation}
G_0=\omega C+\sqrt{\omega^2C^2+2\omega C\,e\sqrt{\omega/2}} .
\end{equation}
The phase rises with $G$ below $G_0$ and falls above it. As $G\to0$ it tends to $-90^\circ$, whereas for $G\to\infty$ it stays above $-90^\circ$. Every $G>G_0$ therefore has a partner below $G_0$ with the same phase. At $10\,\mathrm{MHz}$, $G_0=51.5\,\mathrm{MW/(m^2\,K)}$, and the values $150$ and $23.3\,\mathrm{MW/(m^2\,K)}$ both give $-38.8^\circ$ in the lumped model. Amplitude or a second frequency is needed to choose between them.

The blind frequency still carries information. Multiplying $C$, $G$ and $e$ by one factor multiplies $Y$ by that factor and leaves $\phi$ unchanged. Differentiation gives $S_C+S_G+S_e=0$, where each subscript names the parameter varied and $S_G=S$. At the blind frequency $S_e=-S_C=0.291\,\mathrm{rad}$, so to first order the phase there measures $e/C$.

\section{Real films and finite spots}

A layered model with film conductivity $180\,\mathrm{W/(m\,K)}$ and pump and probe $1/e^2$ radii $r=10\,\mu\mathrm m$ sizes two neglected effects. Resolving the temperature gradient in the film moves the blind frequency from $35.8$ to $32.9\,\mathrm{MHz}$; adding the finite spots brings it to $33.2\,\mathrm{MHz}$, about 7\% below the lumped value. These values assume that the heat is deposited at the film surface. In one dimension, an exponential deposition depth of $27\,\mathrm{nm}$ gives $33.7\,\mathrm{MHz}$ instead of $32.9\,\mathrm{MHz}$, and uniform deposition gives $34.4\,\mathrm{MHz}$. At low frequency the spots reduce the sensitivity further. The steady temperature response is real for every $G$, so $S$ still vanishes there.

At very high frequency the lumped assumption fails. A thermal wave must cross the film and return before the surface registers the interface. Let $D_f$ and $e_f$ be the film's diffusivity and effusivity, $\kappa_f=\sqrt{i\omega/D_f}$, $Y_f=e_f\sqrt{i\omega}$, and $L$ the admittance below the film. Matching temperature and flux at the film's lower face gives
\[
\frac Tq=\frac{1+\rho E}{Y_f(1-\rho E)},\qquad
\rho=\frac{Y_f-L}{Y_f+L},\qquad E=e^{-2\kappa_fh}.
\]
For small $E$, $S\simeq\operatorname{Im}(2E\,\partial\rho/\partial\ln G)$. When $Y_f$ and $e\sqrt{i\omega}$ far exceed $G$, $L\simeq G$ and $\partial\rho/\partial\ln G\simeq-2G/Y_f$. With $s=h\sqrt{\omega/(2D_f)}$,
\[
S\simeq\frac{4G}{e_f\sqrt\omega}\,e^{-2s}\sin\left(2s+\frac\pi4\right).
\]
The sensitivity still vanishes, but with alternating sign. The layered result at $10\,\mathrm{GHz}$ is $-0.003\,\mathrm{rad}$, against $+0.011\,\mathrm{rad}$ in the lumped model. The single zero and the positive high-frequency limit thus belong to the lumped film, which requires $s\ll1$. A small $s$ alone does not guarantee an accurate blind frequency: there $s=0.10$, but the film resistance $h/k_f$, with $k_f$ the film conductivity, is 7\% of $1/G$, and resolving the film shifts the blind frequency by 8\% for surface heating.

An absorbed mean power of $10\,\mathrm{mW}$ gives a steady rise of about $8\,\mathrm K$, averaged over the probe spot. The resulting change of the material properties is neglected here, but it can matter in a precise measurement: at the blind frequency a 1\% change in $e$ alone shifts the phase by about $0.17^\circ$. A grey estimate of the phonon mean free path in sapphire, $3k/(cv)$ with an assumed sound speed $v=7000\,\mathrm{m/s}$, is $5\,\mathrm{nm}$ if the whole heat capacity is used, but about $30\,\mathrm{nm}$ if only the acoustic modes are taken to carry heat. The penetration depths are $317\,\mathrm{nm}$ at the lumped blind frequency and $137\,\mathrm{nm}$ at $190\,\mathrm{MHz}$. Fourier conduction is therefore a reasonable approximation at the blind frequency and less secure at $190\,\mathrm{MHz}$, especially as a grey average understates the longest phonon paths. At $1\,\mathrm{GHz}$ the penetration depth is only $60\,\mathrm{nm}$, so the values quoted at $1$ and $10\,\mathrm{GHz}$ describe the Fourier model rather than a real sample. Optical absorption depth and electron--lattice nonequilibrium are left out. The result concerns the phase at a single modulation frequency; the ratio signal of a pulsed measurement mixes many frequencies and needs its own sensitivity calculation. The numerical output lists the lumped and layered sensitivities side by side.

\section*{Numbers as computed}
\begin{verbatim}
film: thickness 80 nm, k 180 W/(m K), c 2.4 MJ/(m3 K)
substrate: k 35 W/(m K), c 3.1 MJ/(m3 K)
interface conductance G = 150 MW/(m2 K)
pump and probe 1/e2 radii = 10 um
film heat capacity per area C = 0.192 J/(m2 K)
effusivity e = 10416 W s^0.5/(m2 K)
beta = 0.2654, root u0 = 0.7365 (dimensionless)
largest |S error| against heat equation = 4.3e-07 rad
S / low-frequency law at 1 Hz = 0.99969
S / high-frequency law at 1e17 Hz = 0.99997
blind frequency f0 = 35.80 MHz
negative-lobe extremum at 5.63 MHz
positive-lobe extremum at 190.1 MHz
bound on |S| for this beta = 0.2178 rad
bound on negative lobe, any beta = 0.2071 rad
perfect-sink peak frequency G/(2 pi C) = 124.3 MHz
f (MHz) | phase (deg) | S lumped (rad) | S layered (rad) | G|S||T/q|
     0.01 |  -44.49 | -0.01193 | -0.00780 | 0.6915
     0.10 |  -43.49 | -0.03521 | -0.02812 | 0.6583
     1.00 |  -41.00 | -0.08865 | -0.08341 | 0.5568
     5.63 |  -38.76 | -0.12496 | -0.11853 | 0.3694
    10.00 |  -38.80 | -0.11607 | -0.10811 | 0.2720
    35.80 |  -44.03 | -0.00000 | +0.01130 | 0.0000
   100.00 |  -56.56 | +0.16147 | +0.17081 | 0.1356
   190.09 |  -66.59 | +0.20114 | +0.20664 | 0.1088
  1000.00 |  -83.87 | +0.08945 | +0.08567 | 0.0109
 10000.00 |  -89.32 | +0.01141 | -0.00278 | 0.0001
f (MHz) | phase change for G +10% (deg)
    5.63 | -0.6720
   35.80 | -0.0443
  190.09 | +1.0765
f (MHz) | error in G from 0.1 deg phase error (%)
    0.10 | 4.96
    1.00 | 1.97
    5.63 | 1.40
  190.09 | 0.87
 1000.00 | 1.95
f (MHz) | |interface/half-space impedance| | flux share to substrate
    0.01 | 0.0174 | 0.9967
   35.80 | 1.0415 | 0.7755
10000.00 | 17.4066 | 0.0119
at 10 MHz phase is greatest at G0 = 51.49 MW/(m2 K)
second G with the same phase there = 23.33 MW/(m2 K)
at f0: S_e = +0.2907, S_C = -0.2907 rad
blind frequency, film resolved, wide spot = 32.91 MHz
blind frequency, film resolved, real spot = 33.19 MHz
layered G|S||T/q| at 1 kHz, 10 kHz = 0.0778, 0.2166
steady rise for 10 mW absorbed = 7.91 K
grey mean free path (speed 7000 m/s) = 4.8 nm
penetration depth at f0, positive lobe = 317, 137 nm
\end{verbatim}
